# Why hot silicon blocks infrared light that cold silicon transmits: a program that tests the result

```python
"""
Result under test: a lightly doped silicon wafer turns opaque to sub-gap
infrared on heating because thermal carriers raise its optical depth alpha*d,
alpha = sum_carriers n e^2 tau / [m (1+(omega tau)^2)] / (n_r c eps0).
n, p: electron and hole densities; tau: collision time; m: conductivity mass;
omega: light frequency; n_r: refractive index; d: wafer thickness.
SI units internally. Material parameters are rough typical silicon values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import kv

q, m0, hbar = const.e, const.m_e, const.hbar
kB, c, eps0 = const.k, const.c, const.epsilon_0

# Inputs
donors = 1e21
thickness = 775e-6
wavelength = 4e-6
index = 3.42
T_cold, T_hot = 300.0, 973.15
m_long, m_trans = 0.92, 0.19
mass_h_dos, mass_h_cond = 1.0, 0.37
mu_e300, mu_h300 = 0.14, 0.045
power_e, power_h = 2.4, 2.2
gap0, gap_a, gap_b = 1.17, 4.73e-4, 636.0
phonon_eV = 0.060

# Six equivalent ellipsoidal valleys: average inverse mass and total DOS
valleys = []
for axis in range(3):
    masses = np.full(3, m_trans)
    masses[axis] = m_long
    valleys += [np.diag(masses)] * 2
inverse_mean = sum(np.linalg.inv(v) for v in valleys) / 6
assert np.allclose(inverse_mean, inverse_mean[0, 0] * np.eye(3))
mass_e_cond = 1 / inverse_mean[0, 0]
mass_e_dos = sum(np.sqrt(np.linalg.det(v)) for v in valleys) ** (2 / 3)


def gap(T):
    return gap0 - gap_a * T**2 / (T + gap_b)


def band_density(mass, T):
    return 2 * (mass * m0 * kB * T / (2 * np.pi * hbar**2)) ** 1.5


def carriers(T, doping=donors):
    ni = np.sqrt(band_density(mass_e_dos, T) * band_density(mass_h_dos, T))
    ni *= np.exp(-gap(T) * q / (2 * kB * T))
    n = doping / 2 + np.sqrt(doping**2 / 4 + ni**2)
    return n, ni**2 / n, ni


def fermi_density(mass, eta, T):
    """Integrate density of states times Fermi occupation; E = kT s^2."""
    dos = (2 * mass * m0 / hbar**2) ** 1.5 / (2 * np.pi**2)
    integral = quad(lambda s: 2 * s * s / (1 + np.exp(s * s - eta)),
                    0, 12, epsabs=0, epsrel=1e-10, limit=200)[0]
    return dos * (kB * T) ** 1.5 * integral


def fermi_carriers(T):
    reduced_gap = gap(T) * q / (kB * T)

    def charge(eta):
        return (fermi_density(mass_e_dos, eta, T)
                - fermi_density(mass_h_dos, -reduced_gap - eta, T) - donors)
    eta = brentq(charge, -reduced_gap, 5, xtol=1e-11)
    return (fermi_density(mass_e_dos, eta, T),
            fermi_density(mass_h_dos, -reduced_gap - eta, T))


# Carrier formula against Fermi-Dirac statistics, including the crossover
for T in (T_cold, 573.15, T_hot):
    exact_n, exact_p = fermi_carriers(T)
    model_n, model_p, _ = carriers(T)
    assert abs(model_n / exact_n - 1) < 0.01
    if T > 500:
        assert abs(model_p / exact_p - 1) < 0.01
degeneracy_error = carriers(T_hot)[0] / fermi_carriers(T_hot)[0] - 1

gap_slope = -gap_a * (T_hot**2 + 2 * gap_b * T_hot) / (T_hot + gap_b) ** 2
activation = (gap(T_hot) - T_hot * gap_slope) / 2 + 1.5 * kB * T_hot / q
step = 2.0
n_up, n_down = fermi_carriers(T_hot + step)[0], fermi_carriers(T_hot - step)[0]
beta_up, beta_down = q / (kB * (T_hot + step)), q / (kB * (T_hot - step))
numeric_activation = -np.log(n_up / n_down) / (beta_up - beta_down)
assert abs(numeric_activation / activation - 1) < 0.01
doubling = np.log(2) * kB * T_hot**2 / (q * activation)


def transport(T):
    mu_e = mu_e300 * (T / 300) ** (-power_e)
    mu_h = mu_h300 * (T / 300) ** (-power_h)
    return (mu_e, mu_h, mu_e * mass_e_cond * m0 / q,
            mu_h * mass_h_cond * m0 / q)


def absorption_parts(n, p, T_collision, lam=wavelength):
    omega = 2 * np.pi * c / lam
    _, _, tau_e, tau_h = transport(T_collision)
    parts = []
    for density, mass, tau in ((n, mass_e_cond, tau_e),
                               (p, mass_h_cond, tau_h)):
        sigma = density * q**2 * tau / (mass * m0 * (1 + (omega * tau) ** 2))
        parts.append(sigma / (index * c * eps0))
    return np.array(parts)


def depth(T, lam=wavelength, doping=donors):
    n, p, _ = carriers(T, doping)
    return thickness * absorption_parts(n, p, T, lam).sum()


omega = 2 * np.pi * c / wavelength
hot_transport, cold_transport = transport(T_hot), transport(T_cold)

# Energy gained between random collisions, averaged over starting phase
phases = 2 * np.pi * np.arange(32) / 32
for w in (0.5, omega * hot_transport[2], omega * hot_transport[3]):
    def flight_energy(s):
        gained = (np.sin(phases + w * s) - np.sin(phases)) / w
        return np.exp(-s) * np.mean(gained**2) / 2
    dissipated = quad(flight_energy, 0, 40, limit=1000)[0]
    assert abs(dissipated * 2 * (1 + w * w) - 1) < 1e-6

# Weak-absorption formula against the full complex refractive index
n_hot, p_hot, ni_hot = carriers(T_hot)
n_cold, p_cold, ni_cold = carriers(T_cold)
sigma_complex = sum(
    density * q**2 * tau / (mass * m0 * (1 - 1j * omega * tau))
    for density, mass, tau in ((n_hot, mass_e_cond, hot_transport[2]),
                               (p_hot, mass_h_cond, hot_transport[3])))
complex_index = np.sqrt(index**2 + 1j * sigma_complex / (eps0 * omega))
alpha_full = 2 * omega / c * complex_index.imag
alpha_hot = absorption_parts(n_hot, p_hot, T_hot)
alpha_cold = absorption_parts(n_cold, p_cold, T_cold)
assert abs(alpha_hot.sum() / alpha_full - 1) < 0.02


def wafer(optical_depth, n_r=index):
    R = ((n_r - 1) / (n_r + 1)) ** 2
    a = np.exp(-optical_depth)
    return ((1 - R) ** 2 * a / (1 - R**2 * a**2),
            (1 - R) * (1 - a) / (1 - R * a))


# Coherent field matching, averaged over half a wavelength of thickness
for test_depth in (0.1, 1.0, 4.0):
    N = index + 1j * test_depth / thickness * c / (2 * omega)
    d = thickness + np.arange(256) / 256 * wavelength / (2 * index)
    beta = N * omega * d / c
    B = np.cos(beta) - 1j * np.sin(beta) / N
    C = np.cos(beta) - 1j * N * np.sin(beta)
    trans = np.mean(4 / np.abs(B + C) ** 2)
    refl = np.mean(np.abs((B - C) / (B + C)) ** 2)
    formula_t, formula_a = wafer(test_depth)
    assert abs(trans / formula_t - 1) < 0.005
    assert abs((1 - trans - refl) - formula_a) < 0.005


# Photon-assisted phonon scattering compared with Drude at the same mobility
def thermal_mean(function, split):
    def integrand(u):
        return 2 / np.sqrt(np.pi) * np.sqrt(u) * np.exp(-u) * function(u)
    return (quad(integrand, 0, split, limit=200)[0]
            + quad(integrand, split, 60, limit=200)[0])


def scattering_data(x, y, optical):
    if optical:
        occupation = 1 / np.expm1(y)
        channels = ((occupation, y), (occupation + 1, -y))
        split = y
    else:
        channels, split = ((1.0, 0.0),), 1.0

    def rate(u):
        return sum(w * np.sqrt(max(u + s, 0)) for w, s in channels)

    def assisted(u):
        return sum(w * np.sqrt(max(u + x + s, 0)) * (2 * u + x + s)
                   for w, s in channels)
    light_rate = -np.expm1(-x) / (3 * x) * thermal_mean(assisted, split)
    dc_time = thermal_mean(lambda u: u / rate(u), split) / 1.5
    classical_rate = thermal_mean(lambda u: u * rate(u), split) / 1.5
    return light_rate * dc_time, light_rate, classical_rate


ratios = {}
for T in (T_cold, T_hot):
    x = hbar * omega / (kB * T)
    y = phonon_eV * q / (kB * T)
    acoustic = scattering_data(x, y, False)[0]
    optical = scattering_data(x, y, True)[0]
    closed = 32 / (9 * np.pi) * x * np.sinh(x / 2) * kv(2, x / 2) / 4
    assert abs(acoustic / closed - 1) < 1e-5
    _, slow_light, classical = scattering_data(1e-3, y, True)
    assert abs(slow_light / classical - 1) < 0.005
    ratios[T] = acoustic, optical
assert all(0.5 < r < 2 for r in ratios[T_hot])

# Separate the two causes and check the claimed change of the wafer
dopant_only = thickness * absorption_parts(donors, 0, T_hot).sum()
cold_collisions = thickness * absorption_parts(n_hot, p_hot, T_cold).sum()
depth_cold, depth_hot = depth(T_cold), depth(T_hot)
assert depth_cold < 0.01 and wafer(depth_cold)[0] > 0.5
assert depth_hot > 3 and wafer(depth_hot)[0] < 0.02
assert dopant_only < 0.05
assert cold_collisions < depth_hot
assert abs(depth(T_hot, doping=10 * donors) / depth_hot - 1) < 0.01
wave_ratio = depth_hot / depth(T_hot, wavelength / 2)
assert 3.5 < wave_ratio < 4
assert hbar * omega / q < gap(T_hot)


def temperature_at(target, factor=1.0, lam=wavelength):
    return brentq(lambda T: factor * depth(T, lam) - target, 400, 1400)


T_one = temperature_at(1)
T_percent = brentq(lambda T: wafer(depth(T))[0] - 0.01, 400, 1400)

# Screening estimate of gap reduction and effect of a hotter lattice's index
debye = np.sqrt(index**2 * eps0 * kB * T_hot / (q**2 * (n_hot + p_hot)))
gap_drop = q / (4 * np.pi * eps0 * index**2 * debye)
carrier_boost = np.exp(gap_drop * q / (2 * kB * T_hot))
index_hot = index + 2e-4 * (T_hot - T_cold)

print(f"donors {donors/1e6:.1e} cm^-3; thickness {thickness*1e6:.0f} um")
print(f"wavelength {wavelength*1e6:.1f} um; photon {hbar*omega/q:.3f} eV")
print(f"refractive index {index:.2f}; reflectance {((index-1)/(index+1))**2:.3f}")
print(f"electron masses: cond {mass_e_cond:.3f}, DOS {mass_e_dos:.3f} m_e")
print(f"hole masses: cond {mass_h_cond:.2f}, DOS {mass_h_dos:.2f} m_e")
print(f"gap parameters: {gap0:.2f} eV, {gap_a:.2e} eV/K, {gap_b:.0f} K")
print(f"mobility exponents: electrons {power_e:.1f}, holes {power_h:.1f}")
for T, densities, motion, alpha in (
        (T_cold, (n_cold, p_cold, ni_cold), cold_transport, alpha_cold),
        (T_hot, (n_hot, p_hot, ni_hot), hot_transport, alpha_hot)):
    print(f"--- T = {T:.2f} K = {T-273.15:.2f} C")
    print(f"kT {kB*T/q:.4f} eV; gap {gap(T):.3f} eV")
    print(f"gap wavelength {const.h*c/(gap(T)*q)*1e6:.2f} um")
    print(f"N_c {band_density(mass_e_dos,T)/1e6:.2e} cm^-3")
    print(f"N_v {band_density(mass_h_dos,T)/1e6:.2e} cm^-3")
    print("n, p, n_i: " + ", ".join(f"{v/1e6:.2e}" for v in densities)
          + " cm^-3")
    print(f"mobility e, h: {motion[0]*1e4:.1f}, {motion[1]*1e4:.1f} cm2/Vs")
    print(f"tau e, h: {motion[2]*1e15:.2f}, {motion[3]*1e15:.2f} fs")
    print(f"omega*tau e, h: {omega*motion[2]:.2f}, {omega*motion[3]:.2f}")
    print(f"alpha e, h: {alpha[0]/100:.3e}, {alpha[1]/100:.3e} cm^-1")
    print(f"total alpha {alpha.sum()/100:.3e} cm^-1")
    print(f"light/Drude ratio: acoustic {ratios[T][0]:.2f}, "
          f"optical {ratios[T][1]:.2f}")
print("T (K) | n+p (cm^-3) | alpha*d | transmission | emissivity")
for T in (300.0, 573.15, 673.15, 773.15, 873.15, 973.15, 1073.15):
    n, p, _ = carriers(T)
    t, a = wafer(depth(T))
    print(f"{T:.2f} | {(n+p)/1e6:.2e} | {depth(T):.2e} | {t:.2e} | {a:.2e}")
print(f"total carrier ratio hot/cold {(n_hot+p_hot)/(n_cold+p_cold):.0f}")
print(f"total absorption ratio hot/cold {depth_hot/depth_cold:.0f}")
print(f"hot activation energy {activation:.3f} eV; doubling {doubling:.1f} K")
print(f"alpha*d, hot collisions, dopant carriers only {dopant_only:.2e}")
print(f"alpha*d, hot carriers, 300 K collisions {cold_collisions:.3f}")
print(f"same times cold optical ratio {cold_collisions*ratios[T_cold][1]:.2f}")
print(f"T at alpha*d=1: {T_one:.1f} K = {T_one-273.15:.1f} C")
print(f"T at 1% transmission: {T_percent:.1f} K = {T_percent-273.15:.1f} C")
print(f"T at alpha*d=1, absorption halved {temperature_at(1,0.5):.1f} K")
print(f"T at alpha*d=1, absorption doubled {temperature_at(1,2):.1f} K")
print(f"at 2 um: hot alpha*d {depth(T_hot,2e-6):.2f}, "
      f"T at 1 {temperature_at(1,lam=2e-6):.1f} K")
print(f"hot absorption ratio 4 um / 2 um {wave_ratio:.2f}")
print(f"Boltzmann density error, hot {100*degeneracy_error:.2f} %")
print(f"weak-absorption error {100*(alpha_hot.sum()/alpha_full-1):.2f} %")
print(f"screening gap drop {gap_drop:.4f} eV; carriers x {carrier_boost:.2f}")
print(f"hot index estimate {index_hot:.2f}; emissivity "
      f"{wafer(depth_hot,index_hot)[1]:.3f}")
print(f"optical phonon energy used {phonon_eV*1000:.0f} meV")
print("done: every assertion held")
```

It prints:

```
donors 1.0e+15 cm^-3; thickness 775 um
wavelength 4.0 um; photon 0.310 eV
refractive index 3.42; reflectance 0.300
electron masses: cond 0.258, DOS 1.061 m_e
hole masses: cond 0.37, DOS 1.00 m_e
gap parameters: 1.17 eV, 4.73e-04 eV/K, 636 K
mobility exponents: electrons 2.4, holes 2.2
--- T = 300.00 K = 26.85 C
kT 0.0259 eV; gap 1.125 eV
gap wavelength 1.10 um
N_c 2.74e+19 cm^-3
N_v 2.51e+19 cm^-3
n, p, n_i: 1.00e+15, 8.85e+04, 9.41e+09 cm^-3
mobility e, h: 1400.0, 450.0 cm2/Vs
tau e, h: 205.62, 94.67 fs
omega*tau e, h: 96.83, 44.58
alpha e, h: 2.635e-03, 3.534e-13 cm^-1
total alpha 2.635e-03 cm^-1
light/Drude ratio: acoustic 1.16, optical 4.55
--- T = 973.15 K = 700.00 C
kT 0.0839 eV; gap 0.892 eV
gap wavelength 1.39 um
N_c 1.60e+20 cm^-3
N_v 1.47e+20 cm^-3
n, p, n_i: 7.53e+17, 7.52e+17, 7.53e+17 cm^-3
mobility e, h: 83.1, 33.8 cm2/Vs
tau e, h: 12.20, 7.11 fs
omega*tau e, h: 5.75, 3.35
alpha e, h: 3.247e+01, 3.676e+01 cm^-1
total alpha 6.923e+01 cm^-1
light/Drude ratio: acoustic 1.04, optical 1.24
T (K) | n+p (cm^-3) | alpha*d | transmission | emissivity
300.00 | 1.00e+15 | 2.04e-04 | 5.39e-01 | 2.04e-04
573.15 | 3.79e+15 | 4.08e-03 | 5.36e-01 | 4.07e-03
673.15 | 3.02e+16 | 4.83e-02 | 5.09e-01 | 4.62e-02
773.15 | 1.50e+17 | 3.28e-01 | 3.70e-01 | 2.50e-01
873.15 | 5.36e+17 | 1.52e+00 | 1.07e-01 | 5.86e-01
973.15 | 1.51e+18 | 5.37e+00 | 2.29e-03 | 6.98e-01
1073.15 | 3.56e+18 | 1.54e+01 | 1.02e-07 | 7.00e-01
total carrier ratio hot/cold 1506
total absorption ratio hot/cold 26272
hot activation energy 0.766 eV; doubling 73.9 K
alpha*d, hot collisions, dopant carriers only 3.34e-03
alpha*d, hot carriers, 300 K collisions 0.387
same times cold optical ratio 1.76
T at alpha*d=1: 843.6 K = 570.5 C
T at 1% transmission: 945.9 K = 672.7 C
T at alpha*d=1, absorption halved 893.3 K
T at alpha*d=1, absorption doubled 798.5 K
at 2 um: hot alpha*d 1.40, T at 1 944.9 K
hot absorption ratio 4 um / 2 um 3.83
Boltzmann density error, hot 0.17 %
weak-absorption error -0.29 %
screening gap drop 0.0205 eV; carriers x 1.13
hot index estimate 3.55; emissivity 0.683
optical phonon energy used 60 meV
done: every assertion held
```
